# Can a short mass-radius plot show that an island is fractal?: test program

```python
"""
Result under test: a non-fractal star island can give a nearly straight
log-log mass plot with an intermediate exponent over less than a decade.
The star has n straight arms of half-width h. Its area within radius R is
  M = pi R^2                                               for R <= Rc,
  M = n [R^2 asin(h/R) + h sqrt(R^2-h^2) - h^2 cot(pi/n)]  for R > Rc,
with Rc = h/sin(pi/n). The local slope is D = d ln M / d ln R.
A uniform slope drift Delta in a window of log-length L gives a straight-line
fit with 1-r^2 = Delta^2/(60 D^2 + Delta^2), rms = Delta L/sqrt(720).
Lengths are in nm and areas in nm^2.
"""
import numpy as np
from scipy.stats import norm


def star_mass(radius, n, h):
    radius = np.asarray(radius, dtype=float)
    core = h / np.sin(np.pi / n)
    r = np.maximum(radius, core)
    outer = n * (r**2 * np.arcsin(h / r) + h * np.sqrt(r**2 - h**2)
                 - h**2 / np.tan(np.pi / n))
    return np.where(radius <= core, np.pi * radius**2, outer)


def star_slope(radius, n, h):
    radius = np.asarray(radius, dtype=float)
    core = h / np.sin(np.pi / n)
    r = np.maximum(radius, core)
    outer = 2 * n * r**2 * np.arcsin(h / r) / star_mass(r, n, h)
    return np.where(radius <= core, 2.0, outer)


def line_fit(x, y):
    """Slope, r^2 and rms residual of a least-squares line."""
    slope, offset = np.polyfit(x, y, 1)
    residual = y - slope * x - offset
    return slope, 1 - np.var(residual) / np.var(y), np.sqrt(np.mean(residual**2))


def fit_mass(radii, mass):
    return line_fit(np.log(radii), np.log(mass))


# --- Area formula against direct counting in the union of half-strips ---
axis = (np.arange(1400) + 0.5) * 0.01 - 7.0
gx, gy = np.meshgrid(axis, axis)
gr = np.hypot(gx, gy)
worst_area = 0.0
for n_test in (4, 5, 6):
    inside = np.zeros(gx.shape, dtype=bool)
    for k in range(n_test):
        angle = 2 * np.pi * k / n_test
        along = gx * np.cos(angle) + gy * np.sin(angle)
        across = -gx * np.sin(angle) + gy * np.cos(angle)
        inside |= (along > 0) & (np.abs(across) < 1.0)
    for r_test in (1.0, 1.8, 2.5, 4.0, 6.5):
        counted = np.count_nonzero(inside & (gr < r_test)) * 0.01**2
        error = abs(counted / float(star_mass(r_test, n_test, 1.0)) - 1)
        worst_area = max(worst_area, error)
# Grid edges parallel to a strip can miscount by about half a cell.
assert worst_area < 0.01

# --- Local slope by finite differences, and its far-field law ---
for r_test in (1.5, 3.0, 5.0, 25.0):
    step = 1e-5
    pair = star_mass(r_test * np.exp(np.array([-step, step])), 6, 1.0)
    numeric = np.log(pair[1] / pair[0]) / (2 * step)
    assert abs(numeric - float(star_slope(r_test, 6, 1.0))) < 1e-6
far = 200.0
pair = star_mass(far * np.exp(np.array([-1e-4, 1e-4])), 6, 1.0)
far_numeric = np.log(pair[1] / pair[0]) / 2e-4
far_law = 1 / np.tan(np.pi / 6) / (2 * far)
assert abs((far_numeric - 1) / far_law - 1) < 0.02

# --- Drift law against numerical regression, for two window lengths ---
for length in (1.0, 4.0):
    drift, mean_slope = 0.4, 1.6
    x = np.linspace(-length / 2, length / 2, 20001)
    y = mean_slope * x - drift / length * x**2 / 2
    _, r2, rms = line_fit(x, y)
    law = drift**2 / (60 * mean_slope**2 + drift**2)
    assert abs((1 - r2) / law - 1) < 1e-3
    assert abs(rms / (drift * length / np.sqrt(720)) - 1) < 1e-3

# --- Worked island ---
n_arms, width, arm_length, spacing = 6, 2.0, 30.0, 0.28
half = width / 2
core_radius = half / np.sin(np.pi / n_arms)
n_points, scatter = 10, 0.10
windows = {"inner": (1.0, 5.0), "outer": (5.0, 25.0), "wide": (1.0, 25.0)}
radii = {name: np.geomspace(*ends, n_points) for name, ends in windows.items()}
fits = {name: fit_mass(r, star_mass(r, n_arms, half))
        for name, r in radii.items()}
assert 1.6 < fits["inner"][0] < 1.85 and fits["inner"][1] > 0.99
assert fits["outer"][0] < 1.25 and fits["outer"][1] > 0.99
width_list = (1.0, 2.0, 4.0)
width_exponents = [fit_mass(radii["inner"],
                            star_mass(radii["inner"], n_arms, w / 2))[0]
                   for w in width_list]
assert width_exponents[0] < width_exponents[1] < width_exponents[2]

# --- Chance that scatter lets the curvature be seen ---
rng = np.random.default_rng(12345)
cut = norm.ppf(0.975)
power = {}
for name in ("inner", "wide"):
    x = np.log(radii[name])
    x = x - x.mean()
    y = np.log(star_mass(radii[name], n_arms, half))
    design = np.column_stack([np.ones(n_points), x, x**2])
    q, _ = np.linalg.qr(design)
    z = abs(q[:, 2] @ y) / scatter
    predicted = norm.cdf(z - cut) + norm.cdf(-z - cut)
    noisy = y[:, None] + scatter * rng.standard_normal((n_points, 40000))
    curvature = np.linalg.lstsq(design, noisy, rcond=None)[0][2]
    sigma_c = scatter * np.sqrt(np.linalg.inv(design.T @ design)[2, 2])
    simulated = np.mean(np.abs(curvature / sigma_c) > cut)
    assert abs(simulated - predicted) < 0.015  # several sampling errors
    power[name] = (z, predicted, simulated)
assert power["inner"][1] < 0.8 and power["wide"][1] > 0.95

# --- True fractal for contrast: plus-shaped Vicsek pattern ---
plus = np.array([[0, 1, 0], [1, 1, 1], [0, 1, 0]], dtype=np.int64)
pattern = np.ones((1, 1), dtype=np.int64)
for _ in range(6):
    pattern = np.kron(pattern, plus)
centre = pattern.shape[0] // 2
ii, jj = np.nonzero(pattern)
ring = np.maximum(np.abs(ii - centre), np.abs(jj - centre))
ring_mass = np.cumsum(np.bincount(ring, minlength=centre + 1))
sides = 2 * np.arange(centre + 1) + 1


def vicsek_mass(side):
    return np.interp(side, sides, ring_mass)


vicsek_fits, star_fits = [], []
for k in range(3):
    side = np.geomspace(9 * 3**k, 81 * 3**k, 801)
    vicsek_fits.append(fit_mass(side, vicsek_mass(side)))
    r = half * np.geomspace(3**k, 9 * 3**k, 801)
    star_fits.append(fit_mass(r, star_mass(r, n_arms, half)))
side = np.geomspace(27, 243, 801)
shift_dimension = np.mean(np.log(vicsek_mass(3 * side) / vicsek_mass(side))) / np.log(3)
vicsek_dimension = np.log(5) / np.log(3)
assert abs(shift_dimension - vicsek_dimension) < 0.01
assert np.ptp([f[0] for f in vicsek_fits]) < 0.03
assert np.ptp([f[0] for f in star_fits]) > 0.3
assert star_fits[1][1] > vicsek_fits[1][1]


# --- Neglected effects for the same island ---
def folded(x, y):
    """Distance from centre and coordinates relative to the nearest arm."""
    r = np.hypot(x, y)
    sector = np.pi / 3
    angle = np.mod(np.arctan2(y, x) + sector / 2, sector) - sector / 2
    return r, r * np.cos(angle), np.abs(r * np.sin(angle))


def counted_exponents(member_radii, cell_area):
    ordered = np.sort(member_radii)
    return [fit_mass(radii[name], cell_area * np.searchsorted(
        ordered, radii[name], side="right"))[0] for name in ("inner", "outer")]


index = np.arange(-110, 111)
ia, ib = np.meshgrid(index, index)
r, u, v = folded(spacing * (ia + ib / 2).ravel(),
                 spacing * (np.sqrt(3) / 2 * ib).ravel())
effects = {"atomic lattice": counted_exponents(
    r[v < half], spacing**2 * np.sqrt(3) / 2)}
blur = 0.3
effects["edge broadening"] = [
    fit_mass(radii[name], star_mass(radii[name], n_arms, half + blur))[0]
    for name in ("inner", "outer")]
pixel = 0.05
axis = (np.arange(1004) + 0.5) * pixel - 502 * pixel
px, py = np.meshgrid(axis, axis)
r, u, v = folded(px.ravel(), py.ravel())
effects["tapered arms"] = counted_exponents(
    r[v < half * (1 - u / (2 * arm_length))], pixel**2)
branch_width, branch_length, branch_period, first_branch = 1.0, 4.0, 5.0, 8.0
member = v < half
for start in np.arange(first_branch, 25.0, branch_period):
    along = (u - start) / 2 + v * np.sqrt(3) / 2
    across = -(u - start) * np.sqrt(3) / 2 + v / 2
    member |= ((along > 0) & (along < branch_length)
               & (np.abs(across) < branch_width / 2))
effects["side branches"] = counted_exponents(r[member], pixel**2)
for inner, outer in effects.values():
    assert inner > 1.6 and inner - outer > 0.2

# --- Output ---
print(f"arms: {n_arms}; arm width: {width:.1f} nm; arm length: {arm_length:.0f} nm")
print(f"core radius Rc: {core_radius:.2f} nm; atomic spacing: {spacing:.2f} nm")
print(f"largest relative area error, formula vs counting: {worst_area:.1e}")
for value in (1.0, 2.0, 5.0, 10.0, 25.0):
    print(f"R = {value:.0f} nm: M = {float(star_mass(value, n_arms, half)):.2f} nm^2, "
          f"local slope = {float(star_slope(value, n_arms, half)):.3f}")
for name, (low, high) in windows.items():
    slope, r2, rms = fits[name]
    ends = star_slope(np.array([low, high]), n_arms, half)
    drift = ends[0] - ends[1]
    estimate = drift**2 / (60 * slope**2 + drift**2)
    print(f"{name} window {low:.0f}-{high:.0f} nm: {np.log10(high/low):.3f} decades, "
          f"exponent = {slope:.3f}, r^2 = {r2:.4f}")
    print(f"  rms residual in ln M = {rms:.4f}; slope drift = {drift:.3f}; "
          f"1-r^2 = {1-r2:.5f}, uniform-drift estimate = {estimate:.5f}")
for w, exponent in zip(width_list, width_exponents):
    print(f"arm width {w:.0f} nm, window 1-5 nm: exponent = {exponent:.3f}")
print(f"radii per plot: {n_points}; independent scatter in ln M: {scatter:.2f}")
for name, (z, predicted, simulated) in power.items():
    print(f"{name} window: curvature z = {z:.2f}; line rejected: "
          f"{100*predicted:.1f} % predicted, {100*simulated:.1f} % simulated")
print(f"Vicsek dimension ln5/ln3 = {vicsek_dimension:.4f}; "
      f"from factor-3 shifts = {shift_dimension:.4f}")
for k in range(3):
    print(f"Vicsek, side {9*3**k}-{81*3**k} cells: exponent = "
          f"{vicsek_fits[k][0]:.3f}, r^2 = {vicsek_fits[k][1]:.4f}")
    print(f"star, R = {half*3**k:.0f}-{half*9*3**k:.0f} nm (arms extended if needed): "
          f"exponent = {star_fits[k][0]:.3f}, r^2 = {star_fits[k][1]:.4f}")
print(f"edge broadening: {blur:.1f} nm per edge; taper: half width at arm tip")
print(f"side branches: width {branch_width:.0f} nm, length {branch_length:.0f} nm, "
      f"period {branch_period:.0f} nm, first at {first_branch:.0f} nm")
for name, (inner, outer) in effects.items():
    print(f"{name}: exponent inner = {inner:.3f} "
          f"(shift {inner-fits['inner'][0]:+.3f}), outer = {outer:.3f} "
          f"(shift {outer-fits['outer'][0]:+.3f})")
print("checks complete")
```

Running it gives:

```
arms: 6; arm width: 2.0 nm; arm length: 30 nm
core radius Rc: 2.00 nm; atomic spacing: 0.28 nm
largest relative area error, formula vs counting: 3.8e-04
R = 1 nm: M = 3.14 nm^2, local slope = 2.000
R = 2 nm: M = 12.57 nm^2, local slope = 2.000
R = 5 nm: M = 49.21 nm^2, local slope = 1.228
R = 10 nm: M = 109.41 nm^2, local slope = 1.099
R = 25 nm: M = 289.53 nm^2, local slope = 1.036
inner window 1-5 nm: 0.699 decades, exponent = 1.729, r^2 = 0.9923
  rms residual in ln M = 0.0780; slope drift = 0.772; 1-r^2 = 0.00765, uniform-drift estimate = 0.00331
outer window 5-25 nm: 0.699 decades, exponent = 1.097, r^2 = 0.9995
  rms residual in ln M = 0.0127; slope drift = 0.191; 1-r^2 = 0.00051, uniform-drift estimate = 0.00051
wide window 1-25 nm: 1.398 decades, exponent = 1.371, r^2 = 0.9829
  rms residual in ln M = 0.1859; slope drift = 0.964; 1-r^2 = 0.01713, uniform-drift estimate = 0.00816
arm width 1 nm, window 1-5 nm: exponent = 1.320
arm width 2 nm, window 1-5 nm: exponent = 1.729
arm width 4 nm, window 1-5 nm: exponent = 1.986
radii per plot: 10; independent scatter in ln M: 0.10
inner window: curvature z = 2.41; line rejected: 67.5 % predicted, 67.7 % simulated
wide window: curvature z = 5.68; line rejected: 100.0 % predicted, 100.0 % simulated
Vicsek dimension ln5/ln3 = 1.4650; from factor-3 shifts = 1.4649
Vicsek, side 9-81 cells: exponent = 1.526, r^2 = 0.9864
star, R = 1-9 nm (arms extended if needed): exponent = 1.556, r^2 = 0.9873
Vicsek, side 27-243 cells: exponent = 1.527, r^2 = 0.9860
star, R = 3-27 nm (arms extended if needed): exponent = 1.135, r^2 = 0.9984
Vicsek, side 81-729 cells: exponent = 1.528, r^2 = 0.9859
star, R = 9-81 nm (arms extended if needed): exponent = 1.039, r^2 = 0.9999
edge broadening: 0.3 nm per edge; taper: half width at arm tip
side branches: width 1 nm, length 4 nm, period 5 nm, first at 8 nm
atomic lattice: exponent inner = 1.816 (shift +0.087), outer = 1.106 (shift +0.009)
edge broadening: exponent inner = 1.863 (shift +0.134), outer = 1.133 (shift +0.035)
tapered arms: exponent inner = 1.698 (shift -0.031), outer = 0.979 (shift -0.118)
side branches: exponent inner = 1.728 (shift -0.001), outer = 1.372 (shift +0.275)
checks complete
```
